Thickness of a Child sheath from voltage, electron temperature and Debye length

**Question**

I am working on a problem about ion bombardment of a biased substrate. The sheath drop is 100 V, the electrons are "2 eV", the Debye length is 50 µm, and I am to show that a Child sheath is about 0.75 mm thick.

I know that Child's law relates the current density, the voltage and the gap width. But I am given neither the current nor the ion mass, so I cannot solve for the width. I suspect that the Bohm criterion supplies the current. That bothers me, because Bohm has the ions entering the sheath at a finite speed, while Child's law starts them from rest. Can both be used at once, and how far can the answer then be trusted? Does it also matter whether the Debye length is that of the bulk plasma or of the sheath edge?

**Answer**

Your suspicion is right: the Bohm flux supplies the current, and the ion mass then cancels. The two starting conditions do conflict, and the size of the conflict can be calculated. The Debye length must be the one at the sheath edge.

**Assumptions and notation**

Take a flat, steady sheath without collisions, and cold, singly charged ions. I read "2 eV" as the electron temperature in energy units, T = 2 eV, not as the mean electron energy.

I use atomic units for the algebra, so the elementary charge is 1 and Poisson's equation for the potential φ is φ'' = −4πρ. Let x run from the sheath edge to the wall, and let V(x) = −φ(x) be the drop below the edge potential. Then V rises from 0 to V0, and

V'' = 4π(n_i − n_e),

where n_i and n_e are the ion and electron densities. Both equal n at the edge. The Debye length there is defined by

λ² = T/(4πn).

**The current: Bohm's condition**

Suppose the ions cross the edge with kinetic energy K. Their flux is conserved and their energy rises to K + V, so their density falls as the inverse of their speed. The electrons are repelled and follow a Boltzmann factor:

n_i = n (1 + V/K)^(−1/2) ≈ n [1 − V/(2K)]

n_e = n exp(−V/T) ≈ n (1 − V/T)

The approximate forms hold for small V. Their difference gives

V'' ≈ 4πn V [1/T − 1/(2K)].

If K < T/2, the bracket is negative and a small V oscillates in space instead of growing steadily towards the wall. For the sheath to grow out of an edge where the field is nearly zero, K ≥ T/2 is needed. I take the marginal value K = T/2, the usual Bohm choice. From Mv²/2 = T/2, with M the ion mass, the entry speed is √(T/M), and the ion flux is

J = n √(T/M).

**The width: Child's law**

Child's model now makes two simplifications. It drops the electrons, and it neglects the entry energy T/2 beside V. The ion speed is then √(2V/M), and

n_i = J/√(2V/M) = J √(M/2) V^(−1/2).

With the abbreviation A = 4πJ √(M/2), Poisson's equation becomes

V'' = A V^(−1/2).

Multiply by V'. The left side is the derivative of V'²/2 and the right side is the derivative of 2A V^(1/2). The field is taken as zero at the edge, so there is no integration constant:

V'² = 4A V^(1/2), or V' = 2√A V^(1/4).

The positive root is needed because V rises towards the wall. Separate the variables and integrate from V = 0 at x = 0:

(4/3) V^(3/4) = 2√A x, or V^(3/4) = (3/2) √A x.

Set V = V0 at x = s and square:

V0^(3/2) = (9/4) A s² = 9πJ √(M/2) s².

Solved for the flux, this is Child's law in atomic units:

J = √(2/M) V0^(3/2)/(9πs²).

The profile is V = V0 (x/s)^(4/3), and the field at the wall is 4V0/(3s).

**Putting the two together**

Equate the two expressions for J:

n √(T/M) = √(2/M) V0^(3/2)/(9πs²).

The factor 1/√M appears on both sides and cancels. Heavier ions carry a smaller current, but their density at a given V/T is the same, and the density is what shapes the potential. Solving for s²,

s² = √2 V0^(3/2)/(9πn √T).

The definition of λ gives 1/(πn) = 4λ²/T, so

s² = (4√2/9) λ² (V0/T)^(3/2).

Now write (V0/T)^(3/2) = (2V0/T)^(3/2)/(2√2). The prefactor becomes 2/9, and the square root is

s = (√2/3) λ (2V0/T)^(3/4).

For your numbers, 2V0/T = 2 × 100/2 = 100, and 100^(3/4) = 31.62. Hence

s = 0.4714 × 31.62 × 50 µm = 14.91 × 50 µm = 745 µm,

or 0.745 mm, which is the required result. Half of the voltage has dropped at x = s (1/2)^(3/4) = 443 µm, so the field is stronger on the wall side. At the wall it reaches 4V0/(3s) ≈ 1790 V/cm.

**What the conflict at the edge costs**

Inserting the Bohm flux into Child's density gives n_i = n √(T/(2V)). This exceeds the edge density n wherever V < T/2, and it diverges at V = 0. From the profile, that faulty region ends at x = s (T/(2V0))^(3/4) = (√2/3) λ, about half a Debye length. It is thin, but the neglected entry energy also changes the density further in, so the whole width should be recalculated.

Keep K = T/2, still without electrons, and write η = V/T. The ion density is n(1 + 2η)^(−1/2). Dividing Poisson's equation by T and using 4πn/T = 1/λ² gives

λ² η'' = (1 + 2η)^(−1/2).

Multiply by η' and integrate from zero field at η = 0:

(λη')²/2 = √(1 + 2η) − 1.

Let u = √(1 + 2η), so that dη = u du. Then

dx = λ u du/√(2(u − 1)).

With w = u − 1, the integral of (w + 1)/√w is (2/3)w^(3/2) + 2√w = (2/3)√w (w + 3). Therefore

s = (√2/3) λ √(u − 1) (u + 2), with u = √(1 + 2V0/T) at the wall.

Here u = √101, and s = 854 µm, which is 15% more than Child's value. The direction makes sense: at the same flux, faster ions are less dense, so the potential curves less and needs more distance to drop by 100 V.

For large u, the product √(u − 1)(u + 2) is u^(3/2) [1 + 3/(2u) + …], and u tends to √(2V0/T). The ratio to Child's width is therefore

1 + (3/2)(2V0/T)^(−1/2)

at leading order. This gives 1.15 for your case, against 1.146 from the full expression. The correction fades only as the inverse square root of the voltage.

**What the electrons cost**

Near the edge there are still many electrons: after a drop of T, their density is n/e, with e = 2.718… here. Restoring them gives

λ² η'' = (1 + 2η)^(−1/2) − exp(−η).

Multiply by η' and integrate, again with zero field at η = 0:

(λη')²/2 = √(1 + 2η) + exp(−η) − 2.

Compared with the previous first integral, the right side has gained exp(−η) − 1, which is negative. The field at any given η > 0 is therefore weaker, and a given range of potential takes up more distance.

There is also a difficulty of definition. For small η,

√(1 + 2η) = 1 + η − η²/2 + η³/2 − …

exp(−η) = 1 − η + η²/2 − η³/6 + …

Everything below third order cancels, leaving (λη')²/2 ≈ η³/3. Hence dx ≈ λ √(3/2) η^(−3/2) dη, whose integral diverges as η → 0. In this model the point of zero drop lies infinitely far from the wall, so a thickness has a value only after one says where to start counting.

I integrated dx = dη/η' numerically up to the wall for two starting points:

- From a drop of T (2 V): 940 µm, or 1.26 times Child's width.
- From a drop of T/2 (1 V): 1020 µm, or 1.37 times Child's width.

So 0.75 mm is the correct Child answer, while the fuller model gives roughly 0.9 to 1.0 mm with these choices of edge. Other choices move it a good deal: 1275 µm from a drop of 0.1 T, 813 µm from 3 T and 742 µm from 5 T. A drop near T is a natural choice. If the electron profile is replaced by a sharp step holding the same number of electrons, the step sits at a drop of 1.05 T, 935 µm from the wall. The fuller result includes the entry energy, so the 15% found above must not be added to it.

Counted from a drop between 0.1 T and 3 T, Child's law improves with voltage over the range below. With T and λ held fixed and counting from a drop of T, the ratio of the fuller width to Child's is 1.26 at 100 V, 1.09 at 1000 V and 1.03 at 10 000 V. These figures compare two collisionless models; they do not say that a real sheath stays collisionless as it widens. At the other end, when V0 is only a few T, neither of Child's simplifications is justified.

**Which Debye length?**

The density n in the Bohm flux is the one at the sheath edge, so λ must belong there too. Suppose instead that 50 µm is the bulk value. The usual textbook estimate lets an ion start from rest in the bulk and reach the edge without collisions, so that it needs a potential drop of T/2 to acquire K = T/2. The Boltzmann factor then gives

n = n_bulk exp(−1/2) = 0.607 n_bulk.

Since λ varies as n^(−1/2), the edge value is larger than the bulk value by exp(1/4) = 1.284. Child's width grows by the same factor, to 957 µm. The formula is unchanged, but putting the bulk value into it would give 745 µm, which is 22% less than 957 µm. The factor 0.607 is only an estimate. In flat geometry the flux it implies, proportional to exp(−η)√(2η) with η counted from the bulk, is not constant, so a real presheath needs ionization or collisions. Child's width varies as J^(−1/2). A cold-ion fluid with ionization gives n = 0.5 n_bulk and 1054 µm, and the collisionless Tonks–Langmuir model gives J = 0.487 n_bulk √(T/M) and 1068 µm. I have kept V0 = 100 V as the drop from edge to wall in both readings.

**An illustrative setting**

As an illustration, let Mg⁺ ions fall on a biased substrate, as in ionized magnetron deposition of magnesium. The values are assumed, not data for a particular machine, and the sheath model does not say how the ions are produced or whether ions of the working gas outnumber them. The Debye length and temperature imply an edge density of 4.4 × 10¹⁰ cm⁻³. If all the ions are Mg⁺, with a mass of 24.305 u, the Bohm speed √(T/M) is 2.8 km/s, and the ion current density, charge times density times speed, is 2.0 mA/cm². For a rough gas pressure of 5 mTorr, a gas temperature of 350 K and an ion–neutral cross-section of 50 Å², the mean free path (the inverse of gas density times cross-section) is about 14 mm. The fraction of ions that collide while crossing the Child width, 1 − exp(−s/mean free path), is then 5%. That is a fraction of ions, not a change in thickness. In a cold-ion fluid with a drag force Mv²/(mean free path), the width counted from a drop of T falls only from 940 to about 930 µm. The point where the ions reach the Bohm speed is then no longer infinitely far away but about 1.3 mm from the wall. For a known edge density, restoring the electrons and the entry energy moves the width by 26 to 37% of Child's value when it is counted from a drop of T or T/2; the figure depends on that choice of edge. A radio-frequency bias, or the switching of a pulsed one, can break the assumption of a steady sheath, notably when the voltage changes appreciably while an ion crosses. In the Child profile the crossing time is 3s divided by the speed at the wall, about 79 ns for Mg⁺ here. That is close to the 74 ns period of a 13.56 MHz bias, so the steady model does not apply to such a bias. I have not estimated that effect, nor those of secondary electrons or a magnetic field at the substrate.

For your exercise, state that λ is the edge value, equate the Bohm and Child fluxes, and quote 0.75 mm. More digits would describe the arithmetic, not the sheath.
